Why Hartmann layers, not bulk Joule damping, stop field-aligned vortices

**Q.** I stir molten metal between two insulating walls and put a uniform magnetic field across the gap. A conductor moving through a field should be braked by its own currents. Why would a vortex whose axis lies along the field escape that?

**A.** Because its electromotive force can be cancelled by an electrostatic potential, and then no current flows. To see this, put B along z and the walls at z = ±H/2, so that H is the full gap. The liquid has conductivity σ, density ρ and kinematic viscosity ν. I assume that the field made by the induced currents is negligible, that nothing drives the flow, and that inertia does not deform the vortex. The equations are then

ρ ∂u/∂t = −∇p + ρν∇²u + j×B,
j = σ(−∇φ + u×B), ∇·j = 0.

Describe the vortices by a stream function ψ:

u = (∂ψ/∂y, −∂ψ/∂x, 0).

The cross product with B along z gives

u×B = (u_y B, −u_x B, 0) = −B(∂ψ/∂x, ∂ψ/∂y, 0).

If ψ does not depend on z, this is a pure gradient. The potential φ = −Bψ gives −∇φ = +B∇ψ, which cancels it everywhere, so j = 0. In circuit terms, the electromotive force around any closed loop in the liquid is zero. For a round vortex it points along the radius and is the same at every height, so a current driven outward at one height finds no easier way back at another. Charge collects until its field balances the force.

**Q.** Where do the walls enter? And what if the vortex is not quite uniform along the field?

**A.** Take a pattern of square cells of side a, with ψ proportional to sin(πx/a) sin(πy/a). Then the horizontal Laplacian gives −k²ψ, with k = √2 π/a. Let f(z,t) be the amplitude of kψ, which is √2 times the peak speed at that height, and g(z,t) the amplitude of kφ/B. The horizontal current is −σ∇(φ + Bψ), taken over x and y, and the vertical current is −σ ∂φ/∂z. Setting the divergence of j to zero gives

∂²φ/∂z² − k²φ = k²Bψ, that is, g″ = k²(f + g). (1)

The force j×B = (j_y B, −j_x B, 0) has the same form as u, with stream function −σB(φ + Bψ). No pressure is needed to balance it, and the momentum equation becomes

∂f/∂t = ν(f″ − k²f) − (1/τ)(f + g), τ = ρ/(σB²). (2)

Here τ is the Joule time. The sum f + g is what remains of the electromotive force after the potential has done its work.

In the bulk, let f vary as cos(κ_z z). Equation (1) gives −κ_z² g = k²(f + g), so g = −k²f/(k² + κ_z²) and

f + g = f κ_z²/(k² + κ_z²).

The Joule damping rate is therefore

(1/τ) κ_z²/(k² + κ_z²). (3)

It vanishes for κ_z = 0. Unless κ_z is much smaller than k, structure along the field is damped within a few Joule times, and the aligned column is what survives.

An insulating wall requires the normal current to vanish, so g′ = 0 there, and a z-independent potential satisfies this. A perfectly conducting wall at rest requires g = 0, which a uniform column cannot meet. The slowest mode is then f = cos(πz/H), with κ_z = π/H. For cells about as wide as the gap, the fast damping returns. For much narrower cells, the rate (3) is small even then, and the walls matter less.

**Q.** My walls are insulating, yet the vortices still die. What stops them?

**A.** The wall also requires f = 0, and that spoils the cancellation close to it. Let the core have amplitude U, so that g ≈ −U. By equation (1), g changes little across a thin layer, while f must fall from U to zero. The layer adjusts much faster than the core decays, so the time derivative in (2) can be dropped there. Since k²δ² is also small for the layer thickness δ found below, lateral viscosity drops out as well:

ν f″ = (f − U)/τ.

With ζ the distance from the wall, the solution is

f = U(1 − e^(−ζ/δ)), δ = √(ντ) = H/Ha, Ha = BH√(σ/(ρν)).

This is the Hartmann layer. In it f + g = −U e^(−ζ/δ), because the potential set up by the core now drives a current that the slowed liquid no longer opposes. Integrated over one layer, f + g gives −Uδ.

That current must return. Integrate (1) from wall to wall with g′ = 0 at both ends:

∫(f + g) dz = 0. (4)

The two layers contribute −2Uδ, so the core must contribute +2Uδ spread over a height close to H:

(f + g) in the core = 2Uδ/H = 2U/Ha.

So the bulk escape is not complete. A fraction 2/Ha of the original electromotive force remains. Put it into (2), using 1/τ = νHa²/H² and leaving out lateral viscosity for now:

dU/dt = −(νHa²/H²)(2/Ha)U = −(2νHa/H²)U.

The velocity therefore decays as exp(−t/t_H), with

t_H = H²/(2νHa) = (Ha/2)τ. (5)

The factor 2 counts the two walls, and Ha is built on the full gap. The time t_H is the time to fall by a factor e, not a moment at which the liquid comes to rest.

**Q.** You call it friction, but the core was slowed by a Lorentz force. Which is it?

**A.** Both, at different places. By (4) the Lorentz force integrated over the height is zero: it brakes the core and pushes the liquid in the layers forward by the same amount. Integrating (2) over the height leaves

d/dt ∫f dz = ν[f′(H/2) − f′(−H/2)] − νk²∫f dz.

The slopes at the walls are −U/δ at the top and +U/δ at the bottom, so the wall term is −2νU/δ. Divided by H, it gives −2νHa U/H² again. The current carries momentum from the core to the layers, and wall shear removes it.

The energy follows the same route. All these quadratic terms share the same horizontal average, which I leave out. Per unit mass, and averaged over the height, the viscous heat of both layers is

(ν/H) · 2 · (U²/δ²)(δ/2) = νHa U²/H².

Their Joule heat is

(1/(τH)) · 2 · U²(δ/2) = νHa U²/H².

The two are equal, and their sum is the rate at which U²/2 is lost. What is called Hartmann friction is therefore half Joule heating, but located in the layers.

In the core, the horizontal current contributes (1/τ)(2U/Ha)² = 4νU²/H². There is also a vertical current. From (1), g′ = 2k²Uz/Ha, with z measured from mid-height. The mean of (g′/k)²/τ, using a mean z² of H²/12, is νk²U²/3. With κ = kH the core Joule heat is

(νU²/H²)(4 + κ²/3),

smaller than the layer heat by a factor of order 1/Ha when κ is of order one. The core acts as a generator and spends its energy mostly in the layers.

**Q.** How good is the simple time for a vortex of finite width?

**A.** Equations (1) and (2) can be solved between the walls. Measure z in units of H and rates in units of ν/H², and let the mode decay as e^(−λt). Try f = F cosh(qz), g = G cosh(qz), with s = q². Equation (1) gives F = (s − κ²)G/κ² and F + G = sG/κ². With μ = λ − κ², equation (2) becomes

(s − κ²)(s + μ) − Ha² s = 0.

Its two roots obey

s₁ + s₂ = Ha² + κ² − μ, s₁s₂ = −μκ².

The mode is a sum over both roots. Write C₁ and C₂ for the values of the two parts of g at the wall, and T = q tanh(q/2). The conditions f = 0 and g′ = 0 read

(s₁ − κ²)C₁ + (s₂ − κ²)C₂ = 0, T₁C₁ + T₂C₂ = 0.

They have a nonzero solution if

(s₁ − κ²)T₂ = (s₂ − κ²)T₁.

For large Ha at fixed κ, s₁ is large and describes the layers, so T₁ = √s₁ up to exponentially small terms. The root s₂ is small and describes the core, so T₂ ≈ (s₂/2)(1 − s₂/12). The product of the roots gives (s₁ − κ²)s₂ = −κ²(μ + s₂). Dividing the condition by −κ²,

½(μ + s₂)(1 − s₂/12) = (1 − s₂/κ²)√s₁.

To leading order μ = 2Ha, hence s₂ = −2κ²/Ha and √s₁ = Ha − 1. The right side is (1 + 2/Ha)(Ha − 1) = Ha + 1, and the left side is μ/2 + κ²/6, both up to terms of order 1/Ha. So μ = 2Ha + 2 − κ²/3, and

λ = 2Ha + 2 + 2κ²/3 + O(1/Ha). (6)

Lateral viscosity alone would add κ². The missing κ²/3 comes from the shape of the column. Since s₂ is negative, the core profile is a cosine, close to 1 − κ²z²/Ha. Its edge value is 1 − κ²/(4Ha) and its mean is 1 − κ²/(12Ha). The walls thus meet a flow weaker than the mean by κ²/(6Ha), which lowers the friction 2Ha by κ²/3.

The simple time needs Ha ≫ 1 and κ² ≪ Ha. Narrower vortices lose speed sideways, and their columns are no longer nearly uniform.

**Q.** Put in numbers for a crystal grower.

**A.** Take molten tin, with rough values σ = 2×10⁶ S/m, ρ = 7000 kg/m³ and ν = 3×10⁻⁷ m²/s. Let the gap between insulating crucible walls be 20 mm and the horizontal field 0.5 T. The cells are 20 mm square with a peak speed of 1 mm/s. Then

Ha = 0.5 × 0.020 × √(2×10⁶/(7000 × 3×10⁻⁷)) = 309,
δ = 20 mm/309 = 65 µm,
τ = 7000/(2×10⁶ × 0.25) = 14 ms,
t_H = (0.020)²/(2 × 3×10⁻⁷ × 308.6) = 2.16 s.

The aligned vortex outlives the Joule time by a factor Ha/2 = 154. With no field, the slowest mode cos(πz/H) would decay by viscosity along z and sideways in H²/((π² + κ²)ν) = 45 s, with κ² = 2π² for these cells, so the field still shortens the vortex's life greatly.

Here κ² = 2π² = 19.7, and (6) gives λ = 617.2 + 2 + 13.2 = 632.4. Diagonalizing (1) and (2) on Chebyshev points gives 632.5, or 2.11 s. Perfectly conducting walls, with everything else held fixed, would reduce this to 42 ms.

With U now the peak speed, the horizontal core current peaks at 2σBU/Ha = 6.5 A/m², where σBU = 1000 A/m² would flow without cancellation. The vertical current, zero at mid-height, peaks at about 19 A/m² near the layers. If the core is taken to begin eight layer thicknesses from each wall, the computed mode turns 48% of its lost energy into viscous heat in the layers, 47% into Joule heat there, and 1.5% into Joule heat in the core. The remaining 3% is viscous heat in the core.

At the same field and gap, 5 mm cells have κ²/Ha = 1.0 and a computed decay time of 1.58 s. For 2 mm cells the ratio is 6.4 and the time 0.59 s, so the simple 2.16 s no longer applies.

**Q.** What does this mean for my dopant?

**A.** A gust of 1 mm/s carries melt at most about 1 mm/s × 2.16 s = 2.2 mm before it dies, a tenth of a cell. At a growth rate V = 10 µm/s the crystal advances 22 µm meanwhile. With a rough dopant diffusivity D = 3×10⁻⁹ m²/s, the solute layer at the front is D/V = 300 µm thick and builds up by diffusion in a time of order D/V² = 30 s, or about D/(k₀V²) if the crystal takes up only a small fraction k₀ of the solute: some 300 s for k₀ = 0.1 and 3000 s for k₀ = 0.01. A single gust is thus short compared with that response. That does not make it harmless: its 2.2 mm path is about seven layer thicknesses, so it can deform the layer by carrying solute rather than by waiting for diffusion. I would expect a weaker mark in the crystal than from a long-lived vortex, but that is a conjecture: the model contains no segregation.

**Q.** And which of your assumptions will my furnace break?

**A.** The absence of drive, first of all. Buoyancy can keep the rolls turning. In the core, friction balances it when ω/t_H = gβ ∂T/∂x, where ω is the vorticity, x is horizontal, g is here gravity and β the thermal expansion. For these cells the peak vorticity is 2π × (1 mm/s)/(20 mm) = 0.31 s⁻¹. With a rough β = 10⁻⁴ K⁻¹, a peak horizontal gradient of about 1.5 K/cm in the same cell pattern sustains 1 mm/s. In this balance the speed is proportional to the gradient, so the field limits driven rolls rather than abolishing them.

Insulation comes next. A thin wall of conductivity σ_w and thickness t_w carries a current of its own, which must also return through the core. Current conservation in the wall gives g′ = ∓cHk²g at the top and bottom, with c = σ_w t_w/(σH). With g = −U, integrating (1) now gives a core value of f + g equal to 2U(δ + cH)/H, so the friction rate becomes

(2νHa/H²)(1 + cHa).

This holds while c and cκ² are both much smaller than one, so that g stays close to −U; a good metal wall can violate it. For 1 mm of graphite at a rough 10⁵ S/m, with perfect electrical contact, cHa = 0.77 and the computed decay time falls to 1.22 s in this thin-wall approximation, or 1.23 s if the potential is allowed to vary across the wall, for which kt_w = 0.22. A growing metal crystal that closes the gap across the field is a thick conducting wall, and neither the insulating nor the thin-wall formula covers it.

Side walls add friction too. Their layers are about √(νt_H) = 0.8 mm thick, and four of them around one cell add roughly 4 × 0.8/20 = 16% to the Hartmann friction during the first Hartmann time. In free decay these layers keep thickening, and their share then falls. Inertia needs care as well. In the core of the ideal cell pattern, pressure can balance the inertial force. For less regular vortices, a rough scale for that force per unit mass is U²/a. The uncancelled Lorentz force would exceed this by a factor a/(Uτ), about 1400, but the part that survives in the core exceeds it only by a/(Ut_H), about 9. The magnetic Reynolds number, μ₀σUa, is 5×10⁻⁵.

Near the front, watch the thermoelectric current. If the front is not isothermal, a rough Seebeck difference of 1 µV/K and a gradient of 1 K/cm along it set a scale of 200 A/m², about thirty times the horizontal core current. How much of it flows depends on the circuit through crystal and melt, but it could drive motion that this model leaves out. The 2 s decay belongs to undriven vortices well away from the front.
